# Binding energy of a single-valley silicon donor with an ellipsoidal envelope

## Problem

An electron in one conduction-band valley of silicon is bound to a singly charged donor. Take the valley axis as $z$, with longitudinal mass $m_l=0.916$ and transverse mass $m_t=0.191$ in units of the free-electron mass, and relative permittivity $\varepsilon=11.4$. The trial envelope is

$$F=N\exp\left[-\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}}\right],\qquad a,b>0 .$$

Find the $a$ and $b$ that minimize its energy, and compare the binding energy with Faulkner's value, 0.03127 eV (31.27 meV). Decide what the comparison says about the quality of the envelope.

In atomic units ($\hbar=e=m_e=4\pi\epsilon_0=1$), with energy measured from the valley minimum, the Hamiltonian is

$$H=-\frac{1}{2m_t}(\partial_x^2+\partial_y^2)-\frac{1}{2m_l}\partial_z^2-\frac{1}{\varepsilon r}.$$

This assumes parabolic bands, a point charge, uniform screening down to $r=0$ and no coupling to the other five valleys. The binding energy is $E_B=-E$, and $\gamma=m_t/m_l=0.20852$.

## First estimate by scaling

Suppose first that the electron occupies a sphere of radius $R$. Each Cartesian direction then carries the same mean square momentum, so the three inverse masses enter with equal weight:

$$\frac1{m^*}=\frac13\left(\frac2{m_t}+\frac1{m_l}\right)=\frac{2+\gamma}{3m_t}.$$

Confinement costs about $1/(2m^*R^2)$ and attraction gains about $1/(\varepsilon R)$. Setting the derivative of

$$E(R)=\frac1{2m^*R^2}-\frac1{\varepsilon R}$$

to zero gives $-1/(m^*R^3)+1/(\varepsilon R^2)=0$, hence $R=\varepsilon/m^*$ and

$$E_B^{\rm est}=\frac{m^*}{2\varepsilon^2}=\frac{3}{2+\gamma}\,E_0,\qquad E_0=\frac{m_t}{2\varepsilon^2}=0.019996\ \text{eV}.$$

Numerically $3/2.20852=1.3584$, so the estimate is 0.02716 eV.

Two isotropic problems bracket the answer. Replacing $m_l$ by the lighter $m_t$ raises the kinetic energy of every state, so the true binding is at least $E_0=0.0200$ eV. Replacing $m_t$ by $m_l$ lowers it, so the binding is at most $E_0/\gamma=0.0959$ eV. The estimate lies between them, but it gives the electron no chance to use its heavy direction.

## Exact minimization of the trial energy

### Norm and kinetic energy

Put $x=au$, $y=av$, $z=bw$ and $\rho=\sqrt{u^2+v^2+w^2}$. The envelope becomes $Ne^{-\rho}$ and the volume element becomes $a^2b\,du\,dv\,dw$. Since

$$\int e^{-2\rho}\,du\,dv\,dw=4\pi\int_0^\infty\rho^2e^{-2\rho}d\rho=4\pi\cdot\frac{2}{2^3}=\pi,$$

normalization requires $N^2=1/(\pi a^2b)$.

In scaled coordinates $|\nabla e^{-\rho}|^2=e^{-2\rho}$, so the normalized mean of the squared gradient is 1. Spherical symmetry in these coordinates gives each direction $1/3$. Returning to $x$, $y$, $z$ divides these parts by $a^2$, $a^2$ and $b^2$, so

$$\langle T\rangle=\frac1{2m_t}\frac{2}{3a^2}+\frac1{2m_l}\frac1{3b^2}
=\frac1{3m_ta^2}+\frac1{6m_lb^2}.$$

### Attraction to the donor

Let $\mu=w/\rho$. Then $r=\rho\sqrt{a^2(1-\mu^2)+b^2\mu^2}$, and the radial and angular averages separate. The radial one is

$$\left\langle\frac1\rho\right\rangle=\frac{4\pi}{\pi}\int_0^\infty\rho e^{-2\rho}d\rho=4\cdot\frac14=1 .$$

The angular average is even in $\mu$, so it can be taken over $0\le\mu\le1$. With $s=b/a<1$,

$$\left\langle\frac1r\right\rangle=\frac1a\int_0^1\frac{d\mu}{\sqrt{1-(1-s^2)\mu^2}}
=\frac{\arcsin\sqrt{1-s^2}}{a\sqrt{1-s^2}}=\frac{g(s)}a,$$

$$g(s)=\frac{\arccos s}{\sqrt{1-s^2}} .$$

The last step uses $\arcsin\sqrt{1-s^2}=\arccos s$ for $0<s<1$. At $s=1$ the integrand is 1, so $g(1)=1$. The trial energy is

$$E(a,b)=\frac1{3m_ta^2}+\frac1{6m_lb^2}-\frac{g(b/a)}{\varepsilon a}.$$

### Why a stationary point is the global minimum

Use $\alpha=1/a^2$ and $\beta=1/b^2$. The kinetic energy is linear in them. The attraction is $-1/\varepsilon$ times the average over $\mu$ of $\sqrt M$, where

$$M=\frac1{p/\alpha+q/\beta}=\frac{\alpha\beta}{D},\quad D=p\beta+q\alpha,\quad p=1-\mu^2,\quad q=\mu^2 .$$

The first derivatives are $M_\alpha=p\beta^2/D^2$ and $M_\beta=q\alpha^2/D^2$. Differentiating again gives the second-order form

$$d^2M=-\frac{2pq}{D^3}(\beta\,d\alpha-\alpha\,d\beta)^2\le0 .$$

For the square root,

$$d^2\sqrt M=\frac{d^2M}{2\sqrt M}-\frac{(dM)^2}{4M^{3/2}} .$$

For $0<\mu<1$ the first term vanishes only if $d\alpha/\alpha=d\beta/\beta$. In that direction $dM/M=d\alpha/\alpha\neq0$, so the second term is negative. Thus $\langle1/r\rangle$ is strictly concave and $E$ is strictly convex in $(\alpha,\beta)$. A stationary point is therefore the unique global minimum, over flattened and elongated envelopes alike.

### Minimization over size

At fixed $s$, with $b=sa$ and $1/m_l=\gamma/m_t$,

$$E=\frac A{a^2}-\frac g{\varepsilon a},\qquad
A=\frac1{6m_t}\left(2+\frac\gamma{s^2}\right).$$

The condition $-2A/a^3+g/(\varepsilon a^2)=0$ gives $a=2A\varepsilon/g$. Then $g/(\varepsilon a)=2A/a^2$: the attraction is twice the kinetic energy in magnitude, and $E_B=\langle T\rangle=A/a^2$. Inserting $a$,

$$E_B(s)=\frac{g^2}{4A\varepsilon^2}=E_0\,\frac{3g(s)^2}{2+\gamma/s^2}.$$

For $s=1$ this is the scaling estimate, which is therefore the best energy a spherical exponential can give.

### Minimization over shape

Differentiating $g$,

$$g'=-\frac1{1-s^2}+\frac{s\arccos s}{(1-s^2)^{3/2}}=-\frac{1-sg}{1-s^2}.$$

Define $k=-g'/g=(1-sg)/[g(1-s^2)]$. The logarithmic derivative of $E_B(s)$ must vanish:

$$-2k+\frac{2\gamma}{s^3(2+\gamma/s^2)}=0
\quad\Longrightarrow\quad k\,s(2s^2+\gamma)=\gamma .$$

Collecting the terms with $\gamma$,

$$2s^3k=\gamma(1-sk).$$

A root exists for every $0<\gamma<1$. As $s\to0$, the right side minus the left tends to $\gamma>0$. As $s\to1$, put $s=\cos\theta$; then $1-sg=1-\theta\cot\theta\approx\theta^2/3$ and $1-s^2\approx\theta^2$, so $k\to1/3$ and the difference tends to $2(\gamma-1)/3<0$. By convexity there is no second root.

For $\gamma=0.20852$ the root is $s=0.57522$, where $g=1.17106$. To check it, $s^2=0.33088$ and $sg=0.67362$, so

$$k=\frac{0.32638}{1.17106\times0.66912}=0.4165,\qquad
\frac{2s^3k}{1-sk}=\frac{0.1586}{0.7604}=0.2085 .$$

The binding energy follows from $\gamma/s^2=0.6302$:

$$\frac{E_B}{E_0}=\frac{3(1.17106)^2}{2.6302}=1.5642,$$

$$E_B=1.5642\times0.019996=0.031278\ \text{eV}=31.278\ \text{meV}.$$

The transverse radius is

$$a=\frac{(2+\gamma/s^2)\varepsilon}{3m_tg}=\frac{2.6302\times11.4}{3\times0.191\times1.17106}=44.7\ \text{bohr},$$

or 23.65 Å, and $b=sa=13.60$ Å. The potential energy is $-0.062555$ eV, twice the kinetic energy in magnitude.

## Comparison of estimate and solution

The ellipsoid binds 15% more strongly than the spherical estimate. The ratio of the two formulas shows how:

$$\frac{E_B}{E_B^{\rm est}}=g^2\,\frac{2+\gamma}{2+\gamma/s^2}=1.3714\times0.8397=1.152 .$$

Flattening brings charge closer to the donor, which contributes the factor 1.371. It also costs kinetic energy along $z$, which takes back part of the gain. The heavy longitudinal mass makes that cost small: at the optimum, the $z$ motion has $\gamma/s^2=0.63$ times the kinetic energy of one transverse direction.

The radii can be compared too. From the two formulas, $R/a=g(2+\gamma)/(2+\gamma/s^2)=0.983$, so $R=23.3$ Å, close to the transverse radius. This closeness is not general: the factors $g=1.171$ and $0.840$ nearly cancel at silicon's mass ratio, whereas $R/a$ tends to $\pi/2$ as $\gamma\to0$, by the limits found below. Along the valley axis the sphere is too large by a factor $R/b=1.71$.

**Weak anisotropy.** Let $\gamma=1-\eta$ with $\eta\ll1$. At $\gamma=1$ the best shape is $s=1$. Since the energy is stationary in $s$ there, a shape change of order $\eta$ alters it at order $\eta^2$. The spherical estimate is thus the correct trial energy to first order, $E_B\approx E_0(1+\eta/3)$. Here $\eta=0.79$, which is outside that regime.

**Extreme anisotropy.** As $\gamma\to0$ the envelope collapses towards a disk. Then $g\to\pi/2$ and $k\to2/\pi$, and the shape condition gives $s^3\approx\pi\gamma/4$. Hence $\gamma/s^2\approx4s/\pi\to0$ and

$$\frac{E_B}{E_0}\to\frac{3\pi^2}{8}=3.70 .$$

The exact Hamiltonian has a different limit. Let $\varrho=\sqrt{x^2+y^2}$. Because $r\ge\varrho$ and the $z$ kinetic energy is not negative, $H$ lies above the two-dimensional hydrogen problem. Its ground state $e^{-\kappa\varrho}$ satisfies

$$-\frac1{2m_t}\left(\kappa^2-\frac\kappa\varrho\right)-\frac1{\varepsilon\varrho}=E .$$

Cancelling the $1/\varrho$ terms gives $\kappa=2m_t/\varepsilon$ and $E=-2m_t/\varepsilon^2=-4E_0$. As $\gamma\to0$ this bound is approached by multiplying that state by a $z$ function that narrows slowly enough for its kinetic energy to vanish. The ellipsoidal exponential therefore falls 7.5% short in this limit: its slices at different $z/b$ have different in-plane shapes, whereas the limiting state has the same shape in each. Silicon's mass ratio is far from this limit, so its own error must be calculated.

## Comparison with 31.27 meV

The trial binding exceeds the quoted value by $8\times10^{-6}$ eV. This is not a sign of an exceptionally good envelope. A normalized trial state cannot have an energy below the ground state of its own Hamiltonian, so the exact binding for the stated inputs is at least 0.031278 eV. Rounding the last digit of 0.03127 eV could raise it to 0.031275 eV at most, which is still too small. The quoted number therefore cannot be the exact binding for precisely these masses and this permittivity.

A fair comparison needs an accurate ground state with the same inputs. Measure length in $\varepsilon/m_t$ and energy in $E_0$, and set $z=\sqrt\gamma\,\zeta$. The kinetic energy becomes isotropic:

$$\frac H{E_0}=-\nabla^2-\frac{2}{r'\sqrt{1-(1-\gamma)\mu'^2}},$$

where $r'$ and $\mu'=\zeta/r'$ belong to the stretched coordinates. Expand the state in products $R_n(r')P_l(\mu')$, with $P_l$ normalized Legendre polynomials of even $l$ and $R_n\propto L_n^{(2)}(2.5r')e^{-1.25r'}$ orthonormal Laguerre functions. The kinetic matrix is diagonal in $l$,

$$T_{nm}^{(l)}=\int_0^\infty\left[r'^2R_n'R_m'+l(l+1)R_nR_m\right]dr',$$

and the potential matrix is

$$V_{nl,ml'}=-2\int_0^\infty r'R_nR_m\,dr'\int_{-1}^1\frac{P_lP_{l'}\,d\mu'}{\sqrt{1-(1-\gamma)\mu'^2}} .$$

With 20 radial functions and $l\le14$, the lowest eigenvalue gives $E_B=0.031322$ eV (31.322 meV). Reducing the basis to 14 radial functions and $l\le10$ changes this by $1.6\times10^{-9}$ eV.

A second basis uses Gaussians $e^{-\alpha\varrho^2-\beta z^2}$ in unstretched coordinates. For two of them let $p=\alpha+\alpha'$ and $q=\beta+\beta'$. Gaussian integration gives the overlap $S$, kinetic element $K$ and inverse-distance element $U$:

$$S=\frac{\pi^{3/2}}{p\sqrt q},\quad
K=S\left(\frac{4\alpha\alpha'}p+\frac{2\gamma\beta\beta'}q\right),\quad
U=2\pi\int_0^1\frac{d\mu}{p+(q-p)\mu^2}.$$

The lowest solution of $(K-2U)c=(E/E_0)Sc$, with 14 values of $\alpha$ and four ratios $\beta/\alpha$, also gives 0.031322 eV.

The envelope thus misses $4.4\times10^{-5}$ eV and recovers 99.86% of the model's binding. That is its energy error; other properties, such as the density at the donor, need not be equally accurate.

Small input changes are enough to explain the apparent contradiction. With the other inputs fixed, the accurate model gives 0.03127 eV at $m_t=0.19058$, or at $\varepsilon=11.4094$. Both round to the stated inputs. At the smaller $m_t$ the trial binding is 0.031226 eV, below the comparison value as it must be. The quoted energy alone cannot show which input differed.

The permittivity matters more than the last digits suggest, because $E_B\propto1/\varepsilon^2$ at fixed masses. Values of 11.35 and 11.45, the limits of rounding to 11.4, give trial bindings of 0.03155 and 0.03101 eV. This spread is about twelve times the envelope's error.

## What a phosphorus donor adds

The masses and permittivity are typical of silicon at low temperature; with the usual room-temperature permittivity of about 11.7 the accurate model binding drops to 0.0297 eV. A phosphorus donor, however, is bound by roughly 0.045 eV, about 0.014 eV more than the accurate one-valley model gives. A better envelope within that model cannot close this gap.

One missing effect is coupling among the six valleys. Let $W_{ij}$ be the magnitude of the attraction between envelopes of valleys $i$ and $j$:

$$W_{ij}=\frac1{\varepsilon_q}\int\frac{F_iF_j\,e^{i\mathbf q\cdot\mathbf r}}r\,d^3r ,$$

where $\mathbf q$ joins the valley minima and $\varepsilon_q$ is the screening at that wavevector. In the symmetric combination each valley couples to four perpendicular valleys and one opposite valley, so to first order the binding grows by $4W_\perp+W_{\rm opp}$. Rough silicon values, a lattice constant of 5.43 Å and valleys at 0.85 of $2\pi$ divided by it, give 0.0016 eV for $\varepsilon_q=11.4$ and 0.018 eV for $\varepsilon_q=1$. Bloch overlap factors were set to one and umklapp terms omitted, so these figures give a scale, not a prediction. The missing 0.014 eV lies within their range.

Screening also fails close to the ion. Adding $-(1-1/\varepsilon)e^{-r/r_0}/r$ with a chosen range $r_0=0.5$ Å increases the binding by 0.0016 eV in first order. First order is not accurate for so strong a core: solving the one-valley problem with the term included gives 0.0024 eV, because the density at the donor grows about fourfold. At $r_0=1$ Å the full shift is 0.024 eV against 0.006 eV in first order. This figure is for a single valley. In the symmetric combination the same short-range potential also couples the valleys, which raises the first-order figure for $r_0=0.5$ Å to about 0.007 eV, again with Bloch overlap factors set to one. The result depends on $r_0$, and a real phosphorus core has its own short-range potential.

Operating conditions set further limits. At 300 K the thermal energy is 0.0259 eV, and at moderate doping most donors are ionized. Ionization can matter even when the thermal energy is well below the binding, because the conduction band offers many more states than there are donors. The isolated-donor picture also weakens as neighbouring envelopes begin to overlap. For donor density $n$, a rough criterion for the change to metallic conduction is $n^{1/3}(a^2b)^{1/3}=0.25$. With mean radius 19.67 Å this gives about $2\times10^{18}$ cm$^{-3}$, whereas the transition measured in phosphorus-doped silicon lies near $3.7\times10^{18}$ cm$^{-3}$, so the estimate gives only the scale. Interactions between donors matter already at lower densities.

An electric field $\mathcal E$ lowers the barrier on one side. In atomic units the potential $-1/(\varepsilon z)-\mathcal Ez$ has its maximum at $z=1/\sqrt{\varepsilon\mathcal E}$, with value $-2\sqrt{\mathcal E/\varepsilon}$. This reaches the unshifted level $-E_B$ at $\mathcal E=\varepsilon E_B^2/4$. Since $\varepsilon E_Ba=g/2$, that field is $g/8=0.146$ times the scale $E_B/(ea)=0.132$ MV/cm, or about 0.02 MV/cm for the model binding. The field grows as $E_B^2$, so a 0.045 eV level gives about 0.04 MV/cm. Tunnelling through the remaining barrier is possible below it, and at low temperature free carriers accelerated by the field can ionize donors by impact at weaker fields. The calculated binding therefore describes an isolated donor in a weak field, and for phosphorus it still needs the central-cell and valley-coupling corrections.

## Numbers as computed

```
longitudinal mass, transverse mass (m_e): 0.916, 0.191
relative permittivity: 11.4
mass ratio gamma: 0.20852
donor energy unit mt/(2 eps^2): 0.019996 eV
best shape b/a: 0.57522
g at best shape: 1.17106
binding in donor energy units: 1.56419
transverse radius a: 23.646 angstrom
longitudinal radius b: 13.602 angstrom
kinetic energy at minimum: 0.031278 eV
potential energy at minimum: -0.062555 eV
trial binding: 0.031278 eV = 31.278 meV
best spherical trial binding: 0.027162 eV
accurate binding, same inputs: 0.031322 eV = 31.322 meV
change from smaller basis: 1.6e-09 eV
Gaussian-basis binding: 0.031322 eV
comparison value: 0.031270 eV = 31.27 meV
trial minus comparison: 0.000008 eV
accurate minus trial: 0.000044 eV
trial / accurate binding: 99.860 %
mt alone that matches comparison: 0.19058 m_e
eps alone that matches comparison: 11.4094
trial binding at matching mt: 0.031226 eV
trial binding at eps 11.35: 0.031554 eV
trial binding at eps 11.45: 0.031005 eV
rough lattice constant: 5.43 angstrom
rough valley position: 0.85 of 2 pi/lattice constant
valley coupling, fully screened: 0.0016 eV
valley coupling, unscreened: 0.0181 eV
chosen core range: 0.5 angstrom
extra binding from lost core screening: 0.0016 eV
rough phosphorus binding: 0.045 eV
rough phosphorus minus model: 0.014 eV
thermal energy at 300 K: 0.0259 eV
mean envelope radius: 19.67 angstrom
rough overlap density (n^(1/3) radius = 0.25): 2.1e+18 cm^-3
field scale binding/(e a): 0.132 MV/cm
```
